\section*{The contact shift and the collapse of the hyperfine multiplet}

\section{One line where the coupling predicts several}

Couple a proton to an electron spin $S=5/2$ with a hyperfine constant of 1~MHz. If the electron stays in one state for the whole duration of the proton signal, the proton spectrum has six lines spaced by 1~MHz. If instead the electron is averaged over its six states with equal weights, the coupling drops out and there is no shift to first order in the hyperfine constant. In the example worked out below, both pictures fail: there is a single line, displaced by about 0.13~MHz. Its position comes from the small thermal polarization of the electron spin. Its singleness comes from electron relaxation. These are separate facts and need separate conditions.

The nucleus has spin $I=1/2$ and gyromagnetic ratio $\gamma$, which carries its sign. In a field $B>0$ along $z$,
\begin{equation}
H=g\mu_B B\,S_z-\hbar\gamma B\,I_z+A\,\mathbf S\cdot\mathbf I ,
\label{H}
\end{equation}
with dimensionless spin operators and $A$ an energy of either sign. The first term is positive because the electron moment, $-g\mu_B\mathbf S$, is opposite to its spin. The model has an isotropic $g$, no zero-field splitting, one thermally populated spin multiplet, and no dipolar coupling, so it contains no pseudocontact shift. Shifts are measured from the same nucleus with $A=0$. SI units are used.

\section{Nuclear frequency for a fixed electron state}

Write the coupling as
\begin{equation}
A\,\mathbf S\cdot\mathbf I=A S_zI_z+\tfrac{A}{2}\,(S_+I_-+S_-I_+).
\label{split}
\end{equation}
The flip-flop terms in the bracket connect states that differ by about the electron Zeeman energy $E_Z=g\mu_BB$. For $|A|\ll E_Z$ they are dropped here; Section~\ref{flip} finds what they contribute. The remaining energies are
\begin{equation}
E(m,m_I)=E_Z m-\hbar\gamma B\,m_I+A\,m\,m_I .
\end{equation}
Define the signed nuclear frequency as
\begin{equation}
\omega_m=\frac{E(m,-\tfrac12)-E(m,+\tfrac12)}{\hbar}
=\gamma B-\frac{A m}{\hbar}.
\label{wm}
\end{equation}
The electron Zeeman energy cancels in the difference. The values $m=-S,\dots,S$ give $2S+1$ lines with spacing $|A|/\hbar$.

\section{Thermal average of $S_z$}

Let $\beta=g\mu_BB/kT$. Since $|A|\ll E_Z$, the hyperfine energy is neglected in the electron populations, which are $p_m=e^{-\beta m}/\sum_n e^{-\beta n}$. For $\beta S\ll1$, expand $e^{-\beta m}\simeq1-\beta m$:
\begin{equation}
\langle S_z\rangle=\frac{\sum_m m(1-\beta m)}{\sum_m(1-\beta m)}
=-\beta\,\frac{\sum_m m^2}{2S+1},
\label{exp}
\end{equation}
because $\sum_m m=0$. The remaining sum is the trace of $S_z^2$. The traces of $S_x^2$, $S_y^2$ and $S_z^2$ are equal by rotational symmetry, and together they make the trace of $\mathbf S^2$, which is $(2S+1)S(S+1)$. Hence
\begin{equation}
\sum_m m^2=\tfrac13(2S+1)S(S+1),\qquad
\langle S_z\rangle=-\frac{g\mu_BB\,S(S+1)}{3kT}.
\label{sz}
\end{equation}
The minus sign says that the electron spin points against the field, so that its moment points along it.

The error of this linear law follows from the partition function, a geometric sum:
\begin{equation}
Z=\sum_m e^{-\beta m}=\frac{\sinh[(S+\frac12)\beta]}{\sinh(\beta/2)},
\qquad \langle S_z\rangle=-\frac{d\ln Z}{d\beta}.
\end{equation}
From $\sinh x/x=1+x^2/6+x^4/120+\dots$ one finds $\ln(\sinh x/x)=x^2/6-x^4/180+\dots$. Put $s=S(S+1)$, so that $(S+\frac12)^2=s+\frac14$. Then
\begin{align}
\ln Z&=\ln(2S+1)+\frac{\beta^2}{6}\,s
-\frac{\beta^4}{180}\Big[\big(s+\tfrac14\big)^2-\tfrac1{16}\Big]+\dots,\\
\langle S_z\rangle&=-\frac{\beta s}{3}\Big[1-\frac{2s+1}{30}\,\beta^2+\dots\Big],
\label{sat}
\end{align}
where the square bracket in the first line equals $s(2s+1)/2$. The correction is the onset of saturation: the polarization cannot keep growing in proportion to $B/T$.

\section{The contact shift}

Suppose that the nucleus responds to the average of (\ref{wm}) over the electron states. Its frequency is then
\begin{equation}
\bar\omega=\gamma B-\frac{A\langle S_z\rangle}{\hbar}
=\gamma B+\frac{A\,g\mu_BB\,S(S+1)}{3\hbar kT}.
\label{wbar}
\end{equation}
The minus sign in (\ref{wm}) has met the minus sign in (\ref{sz}). Dividing the displacement by $\gamma B$ gives
\begin{equation}
\boxed{\;\delta=\frac{\bar\omega-\gamma B}{\gamma B}
=\frac{A\,g\mu_B\,S(S+1)}{3\hbar\gamma kT}\;}
\label{delta}
\end{equation}
A positive $\delta$ means a larger $|\omega|$ at fixed field, and it occurs when $A$ and $\gamma$ have the same sign. Equivalently, the electron adds the field $-A\langle S_z\rangle/\hbar\gamma$ to $B$. As long as the linear law (\ref{sz}) holds, this field is proportional to $B$, so $\delta$ does not depend on the field, while the displacement in hertz grows with it. Within the same law, and at fixed $A$, the shift varies as $1/T$.

The $\hbar$ in (\ref{delta}) belongs to $A$ as an energy. If the coupling is quoted as an angular frequency $A/\hbar$, that number replaces $A/\hbar$ in the formula. If it is quoted as $A/h$ in hertz, it must first be multiplied by $2\pi$.

\section{Why the average can appear as a line}

Equation (\ref{delta}) rests on a supposition that thermal equilibrium alone does not justify. A slowly relaxing electron has the same $\langle S_z\rangle$, yet the spectrum is a multiplet. The electron dynamics must be included.

Let $c_m$ be the nuclear coherence, the density-matrix element between $m_I=+\frac12$ and $m_I=-\frac12$, with the electron in state $m$. By (\ref{wm}) it evolves as $e^{i\omega_mt}$. An electron jump changes $m$ but does not act on the nucleus, so it carries the coherence along:
\begin{equation}
\dot c_m=i\omega_m c_m+\sum_n K_{mn}c_n .
\label{exch}
\end{equation}
For $m\ne n$, $K_{mn}$ is the rate of jumps $n\to m$; the diagonal elements are minus the total exit rates. Jumps conserve probability, so $\sum_mK_{mn}=0$. They leave the Boltzmann distribution stationary, so $\sum_nK_{mn}p_n=0$.

Start with the same nuclear polarization in every electron state, $c_m(0)=p_m$. The signal $F=\sum_mc_m$ obeys
\begin{equation}
\dot F(0)=i\sum_m\omega_mp_m+\sum_{mn}K_{mn}p_n=i\bar\omega .
\end{equation}
Since $F(0)=1$, the first moment of the spectrum is $-i\dot F(0)=\bar\omega$ for any relaxation rate. For this starting condition the centre of gravity therefore lies at the average frequency even when no line stands there. In full thermal equilibrium the nuclear polarization in state $m$ is proportional to $\omega_m$, which changes the weights $c_m(0)$ and the first moment, but not the eigenvalues of (\ref{exch}). What fast relaxation does is to put a line at $\bar\omega$.

\section{Spin one half: the collapse in closed form}

For $S=1/2$ let $k_d$ be the rate of $+\frac12\to-\frac12$ and $k_u$ that of the reverse jump. A deviation from equilibrium populations decays at the rate $W=k_u+k_d=1/T_{1e}$. The balance $p_+k_d=p_-k_u$ gives $p_+=k_u/W$ and $p_-=k_d/W$, so the polarization is
\begin{equation}
P=p_+-p_-=2\langle S_z\rangle=(k_u-k_d)/W .
\end{equation}
Measure frequencies from $\gamma B$ and set $a=A/2\hbar$. Equation (\ref{exch}) becomes
\begin{align}
\dot c_+&=(-ia-k_d)c_++k_uc_-,\\
\dot c_-&=k_dc_++(ia-k_u)c_- .
\end{align}
Solutions proportional to $e^{\lambda t}$ require
\begin{equation}
(\lambda+k_d+ia)(\lambda+k_u-ia)-k_uk_d=0 .
\end{equation}
In the expanded product, $k_uk_d$ cancels and $ia(k_u-k_d)=iaPW$ remains:
\begin{equation}
\lambda^2+W\lambda+a^2+iaPW=0 .
\label{quad}
\end{equation}
Define the parameter that compares the splitting with the relaxation rate,
\begin{equation}
x=\frac{|A|\,T_{1e}}{\hbar}=\frac{2|a|}{W}.
\end{equation}
For $x<1$ put $r=\sqrt{1-x^2}$. For $|P|\ll r^2$ the slowly decaying root of (\ref{quad}), to first order in $P$, is
\begin{equation}
\lambda=\frac W2\Big[-1+\sqrt{r^2-4iaP/W}\,\Big]
\simeq-\frac{1-r}{2T_{1e}}-\frac{i}{r}\,\frac{A\langle S_z\rangle}{\hbar},
\label{root}
\end{equation}
where $\sqrt{r^2-\epsilon}\simeq r-\epsilon/2r$ and $aP=A\langle S_z\rangle/\hbar$ were used. The imaginary part is the offset of this mode from $\gamma B$. When $x$ is not small, the maximum of the spectrum lies elsewhere, because the other root contributes too. For $x\ll1$ the two agree, $1/r\simeq1+x^2/2$, and the offset tends to the displacement in (\ref{wbar}). The decay rate tends to $x^2/4T_{1e}=A^2T_{1e}/4\hbar^2$: faster electron relaxation gives a narrower nuclear line.

For $x\ll1$ this mode also carries nearly all the intensity. At $P=0$ the two roots are $\lambda_s=-W(1-r)/2$ and $\lambda_f=-W(1+r)/2$. If the slow mode has weight $\alpha$, the condition $\dot F(0)=\alpha\lambda_s+(1-\alpha)\lambda_f=0$ gives
\begin{equation}
\alpha=\frac{\lambda_f}{\lambda_f-\lambda_s}=\frac{1+r}{2r}\simeq1+\frac{x^2}{4}.
\end{equation}
The broad companion has the small negative weight $-x^2/4$.

At $P=0$ the two roots meet at $x=1$, but the visible maxima merge at a larger value of $x$. At $P=0$, (\ref{quad}) means that $\ddot F+W\dot F+a^2F=0$, with $F(0)=1$ and $\dot F(0)=0$. At offset $\Omega$ the absorption spectrum is
\begin{equation}
\mathrm{Re}\int_0^\infty\! F e^{-i\Omega t}dt
=\mathrm{Re}\,\frac{W+i\Omega}{a^2-\Omega^2+iW\Omega}
=\frac{Wa^2}{(a^2-\Omega^2)^2+W^2\Omega^2}.
\end{equation}
As a function of $\Omega^2$ the denominator is smallest at $\Omega^2=a^2-W^2/2$. Two maxima exist if this is positive, that is, for $x>\sqrt2$. Below $\sqrt2$ there is one maximum, but at first it is as broad as the former splitting. A line that is narrow compared with the splitting needs the stronger statement
\begin{equation}
\boxed{\;\frac{|A|\,T_{1e}}{\hbar}\ll1\;}
\label{fast}
\end{equation}
This is the fast electron relaxation condition. The relaxation rate is compared with the hyperfine splitting in angular frequency. The nuclear Larmor frequency does not enter, because (\ref{quad}) contains only differences from $\gamma B$.

\section{Any spin: linewidth and a resolved shift}

For larger $S$, take electron relaxation by weak, rapidly fluctuating transverse fields. These act through $S_\pm$, so the jump rates are proportional to squared matrix elements. At high temperature
\begin{equation}
k_{m\to m\pm1}=\frac{1}{2T_{1e}}\,[\,s-m(m\pm1)\,].
\label{rates}
\end{equation}
These rates are equal in both directions, so $K$ is symmetric. Acting on the vector with components $m$, it gives
\begin{equation}
\sum_nK_{mn}n=\frac{[s-m(m+1)]-[s-m(m-1)]}{2T_{1e}}=-\frac{m}{T_{1e}} .
\label{eig}
\end{equation}
So $T_{1e}$ is indeed the decay time of $S_z$.

Now treat the frequencies in (\ref{exch}) as a perturbation on $K$. The unperturbed slow mode is $p_m$ with eigenvalue zero. Write the perturbed mode as $p_m+q_m$ with $\sum_mq_m=0$. Summing the eigenvalue equation over $m$ removes $K$ and leaves
\begin{equation}
\lambda=i\sum_m\omega_m(p_m+q_m)=i\bar\omega+i\sum_m(\omega_m-\bar\omega)q_m .
\label{lam}
\end{equation}
The first term is the shifted frequency (\ref{wbar}), now for any $S$. To first order the eigenvalue equation itself reads
\begin{equation}
\sum_nK_{mn}q_n=-i(\omega_m-\bar\omega)p_m
=\frac{iA}{\hbar}\,(m-\langle S_z\rangle)p_m .
\end{equation}
To leading order in $\beta$ the right side is proportional to $m$, and (\ref{eig}) gives $q_m=-i(A/\hbar)T_{1e}\,m\,p_m$ with $p_m=1/(2S+1)$. Inserting this and $\omega_m-\bar\omega=-Am/\hbar$ in (\ref{lam}), the second term becomes $-R_2$ with
\begin{equation}
R_2=\frac{A^2T_{1e}}{\hbar^2}\,\frac{\sum_mm^2}{2S+1}
=\frac{A^2T_{1e}S(S+1)}{3\hbar^2}.
\label{R2}
\end{equation}
For $S=1/2$ this is $A^2T_{1e}/4\hbar^2$, as found from (\ref{root}).

A collapsed line is not yet a resolved shift. By (\ref{wbar}) the displacement has magnitude $|\Delta\omega|=|A|\beta S(S+1)/3\hbar$, so
\begin{equation}
\frac{R_2}{|\Delta\omega|}=\frac{|A|T_{1e}/\hbar}{\beta}.
\label{res}
\end{equation}
The shift stands clear of the linewidth when $|A|T_{1e}/\hbar\ll\beta$. Since $\beta$ is small, this demands more than (\ref{fast}). The reason is that the width comes from the full spread of $m$, the shift from its small thermal bias.

\section{What the flip-flop terms add}
\label{flip}

The bracket in (\ref{split}) couples $|m,+\rangle$ to $|m+1,-\rangle$, which lies higher by about $E_Z$, and $|m,-\rangle$ to $|m-1,+\rangle$, which lies lower by about $E_Z$. Second-order perturbation theory gives
\begin{align}
\Delta E(m,+)&=-\frac{A^2}{4E_Z}[s-m(m+1)],\\
\Delta E(m,-)&=+\frac{A^2}{4E_Z}[s-m(m-1)] .
\end{align}
By (\ref{wm}) the frequency changes by the difference, lower line minus upper line, divided by $\hbar$. This is $A^2(s-m^2)/2\hbar E_Z$. Averaging with $\langle m^2\rangle\simeq s/3$,
\begin{equation}
\Delta\omega_{\rm ff}=\frac{A^2S(S+1)}{3\hbar\,g\mu_BB},\qquad
\frac{\Delta\omega_{\rm ff}}{|\Delta\omega|}=\frac{|A|\,kT}{(g\mu_BB)^2}.
\label{ff}
\end{equation}
This holds when the electron precesses many times within $T_{1e}$. In that regime equation (\ref{delta}) needs $|A|kT\ll(g\mu_BB)^2$, which at high temperature is stricter than $|A|\ll g\mu_BB$. Lower fields, at which the electron no longer precesses many times within $T_{1e}$, are not treated here.

\section{A proton coupled to a spin 5/2}

Take the round model parameters $g=2$, $A/h=1$~MHz, $B=10$~T, $T=300$~K and $T_{1e}=10^{-10}$~s. The electron frequency is $E_Z/h=279.9$~GHz and $kT/h=6.251$~THz, so $\beta=0.2799/6.251=0.0448$. With $S(S+1)=8.75$,
\begin{equation}
\langle S_z\rangle=-0.04478\times8.75/3=-0.1306 .
\end{equation}
The displacement is $0.1306\times1~\mathrm{MHz}=130.6$~kHz. The bare proton frequency is 425.8~MHz, and therefore
\begin{equation}
\delta=\frac{0.1306~\mathrm{MHz}}{425.8~\mathrm{MHz}}=307~\mathrm{ppm}.
\end{equation}
The full Boltzmann average is smaller in magnitude by 0.12\%, in agreement with (\ref{sat}). The flip-flop terms add 10~Hz, a fraction $8\times10^{-5}$ of the shift.

The collapse parameter is $|A|T_{1e}/\hbar=2\pi\times10^6\times10^{-10}=6.3\times10^{-4}$. Equation (\ref{R2}) gives $R_2=1.15\times10^4~\mathrm{s^{-1}}$, a full width at half maximum of $R_2/\pi=3.7$~kHz. The ratio (\ref{res}) is 0.014, so within this model the shift is well resolved. This width is the contact contribution alone. In a real complex the electron--nuclear dipolar coupling, left out of (\ref{H}), also broadens the line, and for a proton about 3~\AA{} from an $S=5/2$ ion it can exceed this contact width several times over. For the numerical results that follow, the rates (\ref{rates}) are multiplied by $e^{-\beta/2}$ for $m\to m+1$ and by $e^{+\beta/2}$ for $m\to m-1$, so that the Boltzmann populations are stationary. A quantum master equation with these rates that keeps the flip-flop terms gives a displacement of 130.5~kHz and an $R_2$ lower by 0.6\% than (\ref{R2}), which was derived to leading order in $\beta$.

Varying $T_{1e}$ alone, in the exchange equation (\ref{exch}), shows the passage between the regimes:
\begin{center}
\begin{tabular}{cccc}
$T_{1e}$ (s) & maxima & offset (kHz) & width (kHz)\\
$10^{-5}$ & 6 & & \\
$10^{-6}$ & 3 & & \\
$10^{-7}$ & 1 & & \\
$10^{-8}$ & 1 & 132.8 & 368\\
$10^{-9}$ & 1 & 130.5 & 36\\
$10^{-10}$ & 1 & 130.5 & 3.6
\end{tabular}
\end{center}
The offset and the full width are those of the slow mode. The counts of maxima at $10^{-6}$ and $10^{-7}$~s belong to the rates (\ref{rates}). Real $S=5/2$ ions often relax through a fluctuating zero-field splitting, which has other jump rates and can give other counts in this intermediate range. At $10^{-6}$~s the multiplet has partly merged. A single maximum is not yet a collapsed line: at $10^{-7}$~s it lies about 1.04~MHz from $\gamma B/2\pi$, far from the average. With equal populations the band would still have two maxima there, at $\pm0.88$~MHz, and the Boltzmann bias tilts it enough to leave only one.

The parameter $|A|T_{1e}/\hbar$ equals 1 at $T_{1e}=159$~ns and equals $\beta$ at 7.1~ns. At 10~ns the multiplet has collapsed, but the line is 2.8 times as wide as its displacement. The offset there exceeds the Boltzmann value by 1.8\%, whereas the correction $x^2/2$ for $S=1/2$ would be 0.2\%. Condition (\ref{fast}) therefore has to be met with more margin for this larger spin.

The numerical check checks the shift for all sign combinations of $A$ and $\gamma$ by diagonalizing (\ref{H}), and the position and width of the collapsed line by the master equation.

\section*{Numbers as computed}
\begin{verbatim}
INPUT: proton, S = 2.5, g = 2.0
A/h = 1.000 MHz, B = 10.0 T, T = 300.0 K
T1e = 1.0e-10 s
proton gamma = 2.67522e+08 rad/(s T)
electron frequency g muB B/h = 279.925 GHz
bare proton frequency = 425.775 MHz
kT/h = 6.2510 THz
beta = g muB B/kT = 0.04478
<Sz> linear = -0.130611, full Boltzmann = -0.130450
relative saturation correction = -1.234e-03
RESULT contact shift = 306.76 ppm = 130.61 kHz
shift, master equation = 130.46 kHz
|A| T1e/hbar = 6.283e-04
R2 formula = 1.1515e+04 1/s, master equation = 1.1449e+04 1/s
full width at half maximum R2/pi = 3.665 kHz
R2/(shift in rad/s) = 0.0140
flip-flop shift: diagonalization 10.39 Hz, formula 10.42 Hz
|A| kT/(g muB B)^2 = 7.977e-05
T1e at which |A| T1e/hbar = 1: 1.592e-07 s
T1e at which |A| T1e/hbar = beta: 7.127e-09 s
S=1/2 maxima at |A|T1e/hbar = 1.442: 2; at 1.386: 1
SCAN for S = 5/2 (secular exchange equation)
T1e = 1e-04 s, |A|T1e/hbar = 6.283e+02, maxima = 6
T1e = 1e-05 s, |A|T1e/hbar = 6.283e+01, maxima = 6
T1e = 1e-06 s, |A|T1e/hbar = 6.283e+00, maxima = 3
T1e = 1e-07 s, |A|T1e/hbar = 6.283e-01, maxima = 1
T1e = 1e-08 s, |A|T1e/hbar = 6.283e-02, maxima = 1, shift 132.77 kHz, FWHM 367.56 kHz
T1e = 1e-09 s, |A|T1e/hbar = 6.283e-03, maxima = 1, shift 130.47 kHz, FWHM 36.45 kHz
T1e = 1e-10 s, |A|T1e/hbar = 6.283e-04, maxima = 1, shift 130.45 kHz, FWHM 3.64 kHz
\end{verbatim}
